# Why linear MgCl2 vapour shows a shortened average chlorine–chlorine distance

**Q.** My electron diffraction data for magnesium dichloride vapour give an average Cl···Cl distance shorter than twice the average Mg–Cl distance. In a linear molecule the two should be equal. Is the molecule bent after all?

**A.** The data do not require that. Equality holds for the equilibrium structure, whereas diffraction averages distances over vibrating molecules. Each electron crosses a molecule in well under a femtosecond, so it meets a practically frozen shape.

Call the instantaneous Mg–Cl distances $r_1$ and $r_2$, and the Cl···Cl distance $R$. The three atoms form a triangle, so in every snapshot

$$r_1+r_2\ge R ,$$

with equality only if Mg lies on the straight segment between the chlorines. Averaging over all snapshots, and using $\langle r_1\rangle=\langle r_2\rangle=\langle r\rangle$ by symmetry, gives

$$\delta\equiv 2\langle r\rangle-\langle R\rangle>0 .$$

The inequality is strict because even zero-point motion gives bent shapes a finite probability. No harmonic approximation has been used. The quantity $\delta$ is called the shrinkage.

**Q.** But the molecule bends to the left as often as to the right. Why does the effect not average out?

**A.** The displacements average out; the distances do not. Let Mg lie at height $h$ above the Cl–Cl line, and let the foot of that perpendicular divide the line into $a$ and $b$, with $a+b=R$. By Pythagoras, for small $h$,

$$r_1=\sqrt{a^2+h^2}\approx a+\frac{h^2}{2a},\qquad r_2\approx b+\frac{h^2}{2b}.$$

Adding these and subtracting $R=a+b$ gives

$$r_1+r_2-R\approx\frac{h^2}{2}\left(\frac1a+\frac1b\right)\approx\frac{h^2}{r_e}.$$

The last step sets $a$ and $b$ equal to the equilibrium bond length $r_e$, which is correct to leading order. Since $h$ enters squared, left and right bends contribute with the same sign.

If you first averaged the atomic positions in a frame that follows only the Cl–Cl axis, leaving the direction of the bend free, the mean positions would lie on a line and their distances would add up. Diffraction takes the distance first and the average afterwards.

**Q.** Can you predict the size of the shrinkage?

**A.** Yes, for a harmonic bend in thermal equilibrium. Let $\beta$ be $180^\circ$ minus the Cl–Mg–Cl angle, and write the bending energy as $k_\beta\beta^2/2$. With equal bonds, $h=r_e\sin(\beta/2)\approx r_e\beta/2$, so $\beta^2=4h^2/r_e^2$ and

$$\frac12k_\beta\beta^2=\frac12k_hh^2,\qquad k_h=\frac{4k_\beta}{r_e^2}.$$

Next comes the moving mass. In a bend without rotation both chlorines move sideways by the same amount $u$, and Mg moves by $v$. A fixed centre of mass requires $2m_{\rm Cl}u+m_{\rm Mg}v=0$, while $h=v-u$. With $M=2m_{\rm Cl}+m_{\rm Mg}$, these two equations give

$$u=-\frac{m_{\rm Mg}}{M}h,\qquad v=\frac{2m_{\rm Cl}}{M}h .$$

The kinetic energy is therefore

$$\frac12\left(2m_{\rm Cl}\dot u^2+m_{\rm Mg}\dot v^2\right)
=\frac{\dot h^2}{2}\,\frac{2m_{\rm Cl}m_{\rm Mg}(m_{\rm Mg}+2m_{\rm Cl})}{M^2}
=\frac12\mu\dot h^2,$$

$$\mu=\frac{2m_{\rm Cl}m_{\rm Mg}}{2m_{\rm Cl}+m_{\rm Mg}},\qquad \omega^2=\frac{k_h}{\mu}.$$

For one bending direction $x$, the mean energy is $\hbar\omega(\bar n+\tfrac12)$ with $\bar n=1/(e^{\hbar\omega/k_BT}-1)$. Putting the two terms over a common denominator gives

$$\bar n+\frac12=\frac{e^{\hbar\omega/k_BT}+1}{2(e^{\hbar\omega/k_BT}-1)}=\frac12\coth\frac{\hbar\omega}{2k_BT}.$$

Half of a harmonic oscillator's mean energy is potential energy, so

$$\frac12\mu\omega^2\langle x^2\rangle=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2k_BT}
\;\Rightarrow\;
\langle x^2\rangle=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

A linear molecule bends in two perpendicular directions, so $\langle h^2\rangle=2\langle x^2\rangle$. Dividing by $r_e$,

$$\delta=\frac{\hbar}{\mu\omega r_e}\coth\frac{\hbar\omega}{2k_BT}.$$

**Q.** What does this become for hot and for cold vapour?

**A.** When $k_BT\gg\hbar\omega$, $\coth y\approx1/y$, and the mass drops out:

$$\delta\approx\frac{2k_BT}{\mu\omega^2r_e}=\frac{2k_BT}{k_hr_e}=\frac{k_BTr_e}{2k_\beta}.$$

The shrinkage then grows linearly with temperature and is larger for a softer bend. As $T\to0$, $\coth\to1$ and the zero-point value $\hbar/(\mu\omega r_e)$ remains.

**Q.** Please put in numbers for my vapour.

**A.** I take 1000 K as a rough working temperature and a potential computed at the RHF/def2-SVP level. It gives $r_e=0.2197$ nm and $k_\beta=1.0436$ eV/rad². These digits belong to this small basis set: with def2-TZVP the RHF bond length falls to 0.2177 nm. That would lower both $2\langle r\rangle$ and $\langle R\rangle$ below by about 0.004 nm, but at a fixed bending constant the shift nearly cancels in their difference. The bending constant is the leading coefficient of a four-term fit out to $100^\circ$. Bends of $6^\circ$ and $12^\circ$ alone extrapolate to a curvature of 1.035 eV/rad², 0.8 % lower, which would raise the harmonic shrinkages below by 0.8 % (0.00916 instead of 0.00909 nm at 1000 K). The energy rises at every calculated bend out to $100^\circ$, so the minimum of this potential is linear. With $k_BT=0.08617$ eV,

$$\delta\approx\frac{0.08617\times0.2197}{2\times1.0436}\ \text{nm}=0.00907\ \text{nm}.$$

The average masses, 24.305 u for Mg and 35.450 u for Cl, give $\mu=18.100$ u and a bending quantum of 14.13 meV (114 cm⁻¹). This is much smaller than $k_BT$, so the quantum factor raises the result by only 0.22 %, to 0.00909 nm, or 9.1 pm. The zero-point value is 0.00074 nm.

I tested the harmonic result in two ways, at 20, 300 and 1000 K. A Cartesian normal-mode calculation and a numerical diagonalization of the bending oscillator each agreed with the formula within 0.2 %.

**Q.** How bent is a typical molecule at that temperature?

**A.** In the harmonic model the rms bend is $23.3^\circ$, and Mg sits an rms 0.045 nm off the Cl–Cl line. Straightness is not even the most probable value of the angle. There are two bending directions, so the number of shapes between $\beta$ and $\beta+d\beta$ grows as $\sin\beta\approx\beta$, and classically

$$P(\beta)\propto\beta\,e^{-k_\beta\beta^2/2k_BT}.$$

Setting the derivative of $\ln P$ to zero gives $1/\beta-k_\beta\beta/k_BT=0$, hence $\beta=\sqrt{k_BT/k_\beta}=16.5^\circ$. The energy minimum is at $\beta=0$, but the maximum of the angular distribution is not.

**Q.** Such bends are hardly small. Does the harmonic formula survive?

**A.** It survives as an estimate. I averaged classically over both bond lengths and the angle, using anharmonic stretches, the computed bending curve and a stretch–bend coupling fitted at a bend of $25^\circ$. The result at 1000 K is

$$2\langle r\rangle=0.44357\ \text{nm},\quad \langle R\rangle=0.43520\ \text{nm},\quad \delta=0.00836\ \text{nm}.$$

Treating the stretches classically makes each of the first two figures about 0.0001 nm too small, but this nearly cancels in $\delta$. The last figure comes from unrounded averages. It is 8.4 pm, which is 8 % below the harmonic value. Most of the difference comes from the bending potential, which is stiffer at large angles than a parabola: with only its quadratic term kept, the same average gives 0.00902 nm. Stretch–bend coupling acts the other way. Removing it from the full calculation lowers $\delta$ to 0.00820 nm. The coupling weakens at large bends, and letting it vary with the angle lowers $\delta$ by about 0.00004 nm, so the last digit of these figures is not secure.

**Q.** Hot bonds also stretch anharmonically, and the molecules rotate. Could that be the real cause?

**A.** No, because those effects lengthen both distances together. Suppose each bond grows by $\epsilon$ at a fixed bend. Then $2r$ grows by $2\epsilon$, and since $R=2r\cos(\beta/2)$, $R$ grows by $2\epsilon\cos(\beta/2)$. The shrinkage changes by

$$2\epsilon\left(1-\cos\frac\beta2\right)\approx\frac{\epsilon\beta^2}{4},$$

which is a small fraction of $2\epsilon$. With stretch–bend coupling switched off, I compared averages with and without stretching anharmonicity and the centrifugal factors, which are the weight $r_1^2r_2^2$ in the classical average over atomic positions. Including them lengthened $2\langle r\rangle$ by 0.00355 nm and $\langle R\rangle$ by 0.00348 nm, but changed $\delta$ by only 0.00007 nm. With the coupling on, the longer bonds also soften the bend, and the change in $\delta$ rises to about 0.0002 nm, which is still only about 2 % of the shrinkage.

This lengthening does affect how the separate distances look. Twice the equilibrium bond length is 0.43947 nm. In the full average, $2\langle r\rangle$ lies about 0.004 nm above it and $\langle R\rangle$ about 0.004 nm below it. Neither shift alone measures the shrinkage.

**Q.** Does my diffraction pattern really contain these averages?

**A.** It does if you convert the distances consistently. Let $s=(4\pi/\lambda)\sin(\theta/2)$, with electron wavelength $\lambda$ and scattering angle $\theta$. For single scattering by independent atoms, with the form factors divided out, a pair contributes $\langle\sin(sr)/(sr)\rangle$ to the molecular intensity, up to a constant factor. Multiplying by $s$ gives the signal used here, $\langle\sin(sr)/r\rangle$. A sine transform turns this into $P(r)/r$, where $P(r)$ is the normalized distance distribution. The centroid of that peak is

$$r_a=\frac{\int r\,[P(r)/r]\,dr}{\int[P(r)/r]\,dr}=\frac{1}{\langle1/r\rangle}.$$

The mean of $r^2$ over the same peak is $\langle r\rangle/\langle1/r\rangle=\langle r\rangle r_a$. It also equals $r_a^2+l^2$, where $l^2$ is the variance of the peak. Dividing by $r_a$ gives the thermal average distance

$$r_g\equiv\langle r\rangle=r_a+\frac{l^2}{r_a}.$$

For Cl···Cl at 1000 K, $r_a=0.43477$ nm and $l=0.0137$ nm, so $r_g=0.43477+0.00043=0.43520$ nm.

As a test, I generated a noise-free signal from the full average, for $s$ from 0 to 350 nm⁻¹, damped it by $e^{-\gamma s^2}$ with $\gamma=5\times10^{-5}$ nm², and inverted it. The damping broadens each peak by a known variance $2\gamma$, which I subtracted to obtain $l^2$. The $r_g$ distances returned $\delta=0.00836$ nm, the value put in. Using $r_a$ throughout would give 0.00818 nm. The peak maxima give about 0.0067 nm with this damping (0.0070 nm when rounded to a 0.0005 nm grid), and the figure runs from 0.0061 to 0.0075 nm as $\gamma$ goes from $2\times10^{-5}$ to $2\times10^{-4}$ nm². They are a poor substitute for the averages.

A measured pattern lacks the smallest values of $s$, and integrating over the peaks of its sine transform can then give meaningless distances. With real data, fit $r_a$ and $l$ for each atom pair to the measured range of $s$, and then convert to $r_g$.

**Q.** If I put the two average distances into one triangle, what angle do I get?

**A.** You get

$$2\arcsin\frac{\langle R\rangle}{2\langle r\rangle}=2\arcsin\frac{0.43520}{0.44357}=157.7^\circ .$$

This is not an equilibrium angle. A rigid triangle with bend $\beta_0$ has a deficit of about $r_e\beta_0^2/4$, while the vibrating molecule has $r_e\langle\beta^2\rangle/4$. Equating them gives $\beta_0=\sqrt{\langle\beta^2\rangle}$. The fictitious bend, $180^\circ-157.7^\circ=22.3^\circ$, is the rms bend in disguise, and the full average indeed gives an rms bend of $22.3^\circ$.

**Q.** Then how could I recognize a molecule that is permanently bent?

**A.** The existence of a shrinkage cannot decide it; its size and temperature dependence can help. A rigidly bent molecule would have a nearly constant deficit, but one with a soft bend can gain as many picometres on heating as a linear one. The better sign is proportionality: in the classical harmonic regime the shrinkage of a linear molecule is proportional to the absolute temperature, whereas a clearly bent molecule also has a large part that heating hardly changes. For the linear molecule the harmonic formula gives 0.00909 nm at 1000 K and 0.01090 nm at 1200 K, a rise of about 2 pm, which anharmonic bending makes somewhat smaller. Detecting such a rise is not enough, because a bent molecule can show a similar one on top of a larger deficit. To test proportionality, the uncertainty must be well below the rise itself. A comparison with a shrinkage calculated from an independently known bending constant is a second criterion. Neither is decisive if a bent molecule may have a barrier at linearity comparable with or below $k_BT$. A departure from proportionality then does not prove a bent minimum, because a linear molecule with a strongly anharmonic bend departs from it too. For a bending energy proportional to $\beta^4$, for example, the classical $\langle\beta^2\rangle$, and with it the shrinkage at small bends, grows only as $\sqrt T$.

**Q.** How closely should I expect your figure to match a real measurement?

**A.** Perhaps to ten or twenty per cent, which is a judgement from the comparison below and not an error bound. The bond length near 0.22 nm and a bending wavenumber of roughly 100 cm⁻¹ are in the right range for this molecule. The bending constant is the weak point. At the same $r_e$ and 1000 K, the harmonic formula gives 0.00943 nm with RHF/def2-TZVP and 0.01015 nm with MP2/def2-TZVP. The latter is 12 % above the def2-SVP value. At each method's own bond length the two figures become 0.0093 and 0.0101 nm. The anharmonic reduction works against this rise, but it is somewhat smaller in the larger basis: at fixed bond lengths the angular average lies about 11 % below the harmonic value with RHF/def2-SVP, and about 8 % and 9 % below it with RHF and MP2 in def2-TZVP. None of these levels is a substitute for experiment.

Real vapour also breaks the assumption that only monomers are present. Dimers add Mg–Cl and Cl···Cl distances of their own, which can shift the fitted averages if they are left out of the analysis; I have not calculated that shift. The temperature must be that of the molecules in the electron beam, since expansion from a nozzle may cool them below the oven temperature. In the classical regime, an error of 5 % in the absolute temperature produces an error of 5 % in the predicted harmonic shrinkage. The remaining values are in the numerical output.

## Table of computed values

```
Potential: RHF/def2-SVP
Mg-Cl equilibrium distance re = 0.2197 nm
bond stretching constant k_r = 1375 eV/nm^2
stretch-stretch constant = 26.0 eV/nm^2
Morse range parameter = 12.44 1/nm
bending constant k_beta = 1.0436 eV/rad^2
stretch-bend exponent = -4.41 1/nm
bend fit error at 50 deg = 0.81 meV
average masses Mg, Cl = 24.305, 35.450 u
bending reduced mass = 18.100 u
bending quantum = 14.13 meV
bending quantum = 114.0 cm^-1
vapour temperature = 1000 K
thermal energy kT = 86.17 meV
Harmonic formula
rms distance of Mg from Cl-Cl line = 0.0447 nm
rms bend, harmonic = 23.3 deg
most probable bend, harmonic = 16.5 deg
shrinkage at 0 K = 0.00074 nm
shrinkage at 300 K = 0.00279 nm
shrinkage at 1000 K = 0.00909 nm
shrinkage at 1200 K = 0.01090 nm
shrinkage at 1000 K = 9.09 pm
classical formula at 1000 K = 0.00907 nm
quantum correction at 1000 K = 0.22 %
Full classical average at 1000 K
average Mg-Cl distance = 0.22178 nm
twice average Mg-Cl = 0.44357 nm
average Cl...Cl distance = 0.43520 nm
twice equilibrium Mg-Cl = 0.43947 nm
shrinkage, full = 0.00836 nm
shrinkage, full = 8.36 pm
full relative to harmonic formula = -8.0 %
rms bend, full = 22.3 deg
fictitious Cl-Mg-Cl angle = 157.7 deg
shrinkage without stretch-bend coupling = 0.00820 nm
shrinkage without higher bend terms = 0.00902 nm
Lengthening by anharmonic stretch and centrifugal terms
change of twice Mg-Cl = 0.00355 nm
change of Cl...Cl = 0.00348 nm
change of shrinkage = 0.00007 nm
Inverted synthetic diffraction signal at 1000 K
r_a: Mg-Cl 0.22148, Cl...Cl 0.43477 nm
r_g: Mg-Cl 0.22178, Cl...Cl 0.43520 nm
peak tops: Mg-Cl 0.2210, Cl...Cl 0.4350 nm
amplitudes l: Mg-Cl 0.0082, Cl...Cl 0.0137 nm
shrinkage from r_g = 0.00836 nm
shrinkage from r_a = 0.00818 nm
Other levels, same re, harmonic formula at 1000 K
RHF/def2-TZVP: k_beta = 1.0067 eV/rad^2
RHF/def2-TZVP: shrinkage = 0.00943 nm
MP2/def2-TZVP: k_beta = 0.9343 eV/rad^2
MP2/def2-TZVP: shrinkage = 0.01015 nm
```
